# Guarded Newton Iteration for the Steady Temperature of an Evaporation Source

## Two ways to get a wrong temperature

A source in vacuum absorbs a constant power and heats up until radiation and evaporation carry that power away. Newton's method applied to this balance can fail badly. For the source treated below, an ordinary Newton step from the surroundings at 300 K lands at \(2.72\times10^5\) K, although the steady temperature is near 1871 K. Cold, the source loses very little more when warmed slightly, so the tangent is almost flat and meets the required power far away. From there the plain iteration happens to recover, after more than twenty steps in all. Started at 400 K instead, it reaches a negative temperature on its third step.

A second failure lies in the equation itself. With a small latent heat and weak radiation, the same loss law can have three steady temperatures. A solver that returns one of them with a tiny residual has said nothing about the other two.

Both difficulties are removed by a condition that makes the loss increase with temperature, a bracket that follows from radiation alone, and a rule for rejecting poor Newton steps.

## The loss law

Let the source have area \(A\), uniform temperature \(T\), constant emissivity \(\epsilon>0\) and surroundings at \(T_e\). It absorbs the power \(P>0\) and is kept supplied with material at its own temperature, so no power is spent on warming the feed. The vapour is an ideal monatomic gas, and no atoms return. Gaussian (cgs) units are used; \(k\) is Boltzmann's constant and \(\sigma\) the Stefan-Boltzmann constant.

In equilibrium with its vapour, the surface is struck by as many atoms as a half-Maxwellian delivers. With number density \(n\) and atomic mass \(m\), this flux is
\[
n\sqrt{\frac{m}{2\pi kT}}\int_0^\infty v\,e^{-mv^2/2kT}\,dv
=n\sqrt{\frac{m}{2\pi kT}}\,\frac{kT}{m}
=\frac{p}{\sqrt{2\pi mkT}},
\]
where the last step uses \(p=nkT\). A fraction \(\alpha\), the evaporation coefficient, condenses, and in equilibrium the same number must be emitted. Assuming that emission is unchanged when the vapour is removed, the flux into vacuum is the Hertz-Knudsen flux
\[
J(T)=\frac{\alpha\,p(T)}{\sqrt{2\pi mkT}} .
\]

Let \(L\) be the latent heat per atom, meaning the enthalpy difference between gas and condensed phase. The Clapeyron equation is \(dp/dT=L/(T\Delta v)\). Neglecting the condensed volume, \(\Delta v=kT/p\), so
\[
\frac{d\ln p}{dT}=\frac{L}{kT^2},\qquad
p(T)=p_r\exp\left[-\frac Lk\left(\frac1T-\frac1{T_r}\right)\right],
\]
the second form holding for constant \(L\), with pressure \(p_r\) at \(T_r\). Charging \(L\) to every atom that leaves, and taking \(\alpha\) constant, the total loss is
\[
Q(T)=R(T)+E(T),\quad R=A\epsilon\sigma(T^4-T_e^4),\quad E=ALJ(T).
\]
The steady temperature \(T_*\) solves \(Q(T_*)=P\).

## Where the half comes from

Write \(\ell=L/(kT)\). Apart from a constant, \(\ln J=-L/(kT)-\tfrac12\ln T\), so
\[
\frac{J'}{J}=\frac{L}{kT^2}-\frac1{2T}=\frac{\ell-\frac12}{T}.
\]
The vapour pressure rises with temperature, but at fixed pressure a hotter gas is thinner. Its density falls as \(1/T\) while its speed rises as \(\sqrt T\), which leaves the factor \(T^{-1/2}\) and the term \(-\tfrac12\). The evaporative loss therefore rises for \(T<2L/k\) and falls beyond. The total slope is
\[
Q'(T)=4A\epsilon\sigma T^3+\frac{E(T)}{T}\left(\ell-\tfrac12\right).
\]
It is positive whenever \(L\ge kT/2\), because the radiative term is positive even at equality. This is a sufficient condition. The necessary and sufficient condition for a positive slope is \(Q'>0\) itself, which strong radiation can satisfy at smaller \(L\).

## A bracket without a search

Define the radiative ceiling, the temperature at which radiation alone would carry the power:
\[
T_u=\left(T_e^4+\frac{P}{A\epsilon\sigma}\right)^{1/4}.
\]
Since \(R(T_u)=P\) and \(E(T_u)>0\), we have \(Q(T_u)>P\). The same inequality holds at every higher temperature, whatever the slope of \(E\), because there \(R>P\).

Now suppose
\[
L\ge\tfrac12kT_u,\qquad P>Q(T_e).
\]
The first condition makes \(Q\) strictly increasing on the whole interval \(0<T\le T_u\). The second gives \(Q(T)<P\) for all \(T\le T_e\). By continuity there is a root between \(T_e\) and \(T_u\), and by monotonicity there is one root there. As no root lies outside this interval, it is unique among all positive temperatures. The inequality must hold up to \(T_u\) for this argument; checking it at a computed root would not exclude others.

If \(0<P<Q(T_e)\), evaporation cools the source below its surroundings. As \(T\to0\), \(J\to0\) and \(Q\to-A\epsilon\sigma T_e^4<P\), so the unique root lies between 0 and \(T_e\). The iteration below then needs a small positive temperature with \(Q<P\) as its lower end. From here on \(P>Q(T_e)\).

## The iteration and its convergence

Start at either end of the bracket \([T_e,T_u]\) and repeat:

1. Evaluate \(r=Q(T)-P\). If \(r=0\), stop. If \(r<0\), make \(T\) the lower end of the bracket; if \(r>0\), the upper end.
2. Form the Newton trial \(T-r/Q'(T)\).
3. Accept the trial if it lies strictly inside the bracket, unless the move just made was a Newton move that failed to reduce \(|r|\) to half or less. Otherwise move to the midpoint.

In exact arithmetic this converges, for one of two reasons. If there are infinitely many bisections, each halves the bracket once its midpoint has been evaluated, and no other move widens it. The width tends to zero, and since every evaluated temperature is an end of the current bracket, the iterates tend to \(T_*\). If there are finitely many bisections, all later moves are Newton moves, and each must halve \(|r|\), since a failure would cause another bisection. Hence \(r\to0\). A continuous, strictly increasing function on a closed interval has a continuous inverse, so \(T\to T_*\) again.

## A stopping test that bounds the error

A short Newton step does not by itself bound the error. If \(Q\) is convex and \(T>T_*\), the mean slope between \(T_*\) and \(T\) is at most \(Q'(T)\), so
\[
r=Q(T)-Q(T_*)\le Q'(T)(T-T_*)
\quad\Longrightarrow\quad
\frac{r}{Q'(T)}\le T-T_* .
\]
The step underestimates the error. At \(T_u\) in the example the step is 159 K and the error 458 K.

The iteration therefore stops when the proposed step is shorter than a tolerance \(\delta\) and, in addition,
\[
Q(T-\delta)<P<Q(T+\delta).
\]
Since \(Q<P\) below the unique root and \(Q>P\) above it, these signs prove \(|T-T_*|<\delta\). In exact arithmetic the test is eventually met. On the closed bracket \(Q'\) has a positive minimum, so \(r\to0\) makes the step tend to zero, and once \(|T-T_*|<\delta\) the signs are right.

Rounding sets a floor on \(\delta\): double-precision numbers near 1871 K are \(2.3\times10^{-13}\) K apart, so with \(\delta=10^{-13}\) K the values \(T\pm\delta\) round to \(T\) and the test can never be met. Rounding also weakens the bound slightly. Let the computed \(Q\) be wrong by at most \(\eta\), and let \(q>0\) be a lower bound of \(Q'\) near the root. A computed value above \(P\) at \(T+\delta\) guarantees \(Q(T+\delta)>P-\eta\). By the mean value theorem \(T_*<T+\delta+\eta/q\), and the lower side is analogous. Thus
\[
|T-T_*|<\delta+\frac{\eta}{q}.
\]

## Speed near the root and far from it

Let \(e=T-T_*\) and \(c=Q''(T_*)/[2Q'(T_*)]\). Taylor expansion gives \(r=Q'(T_*)\,e\,(1+ce+\dots)\) and \(Q'(T)=Q'(T_*)(1+2ce+\dots)\), so
\[
e_{\rm new}=e-\frac{r}{Q'(T)}
=e-e(1+ce)(1-2ce)+O(e^3)=c\,e^2+O(e^3).
\]
For the second derivative use \(d\ell/dT=-\ell/T\):
\[
J''=\frac{J}{T^2}\left[(\ell-\tfrac12)^2-\ell-(\ell-\tfrac12)\right]
=\frac{J}{T^2}\left(\ell^2-3\ell+\tfrac34\right),
\]
\[
Q''=12A\epsilon\sigma T^2+\frac{E}{T^2}\left(\ell^2-3\ell+\tfrac34\right).
\]
The larger zero of the bracket is \(\ell=(3+\sqrt6)/2\approx2.72\). If \(L/(kT_u)\) exceeds it, \(Q\) is convex throughout the bracket. The inequality of the previous section then says that a Newton step from above never crosses the root.

Far above the root, where evaporation dominates and \(\ell\gg1\), \(r\approx E\) and the step is about \(T/(\ell-\frac12)\). To first order it changes \(\ln E\) by \(-1\), so each step divides the residual by roughly \(e=2.718\ldots\), the base of natural logarithms. This satisfies the halving rule but is only linear convergence: the number of such steps grows like \(\ln[Q(T_u)/P]\). For \(\frac12<\ell<\frac32\) the estimate \(T/(\ell-\frac12)\) exceeds \(T\) itself. Where evaporation dominates strongly enough for this estimate to hold, the trial is negative and the guard bisects instead. Where radiation contributes appreciably to the slope, the step is shorter and may be accepted.

## A worked source

Take round model parameters, attached to no material: \(A=1\) cm², \(\epsilon=0.3\), \(\alpha=1\), \(L=3\) eV, \(m=100\) u, \(p_r=10\) dyn/cm² at \(T_r=1500\) K, \(T_e=300\) K and \(P=5\times10^8\) erg/s, which is 50 W.

Here \(L/k=34\,814\) K and \(T_u=2328.57\) K, so \(L/(kT_u)=14.95\). This is far above \(1/2\) and also above 2.72: the loss is increasing and convex on the bracket. At 300 K evaporation is negligible, about \(4\times10^{-34}\) erg/s, so \(P>Q(T_e)\).

The wild step of the opening can now be computed. At \(T_e\) the slope is \(4A\epsilon\sigma T_e^3\) to excellent accuracy, and \(A\epsilon\sigma=P/(T_u^4-T_e^4)\) by definition of \(T_u\). The step is
\[
\frac{P}{Q'(T_e)}\approx\frac{T_u^4-T_e^4}{4T_e^3}
=\frac{2.939\times10^{13}}{1.08\times10^{8}}\ {\rm K}
=2.72\times10^5\ {\rm K}.
\]

At the other end, \(r(T_u)=E(T_u)=1.013\times10^{10}\) erg/s. The evaporative slope is \(1.013\times10^{10}\times14.45/2328.6=6.29\times10^7\) erg/(s K), and the radiative slope, about \(4P/T_u\), adds \(0.09\times10^7\). The first step is \(1.013\times10^{10}/6.37\times10^7=159\) K downward, to 2169.6 K. Successive residuals are then multiplied by 0.33, 0.32 and 0.28, somewhat better than \(1/e=0.37\), before quadratic convergence sets in. No bisection occurs.

The error law can be read from the last iterates. With \(c=3.821\times10^{-3}\) K\(^{-1}\), an error of 0.8629 K should become
\[
3.821\times10^{-3}\times0.8629^2\ {\rm K}=2.845\times10^{-3}\ {\rm K}.
\]
The iteration gives \(2.838\times10^{-3}\) K, and the next error is about \(3\times10^{-8}\) K.

From \(T_e\), the guard refuses the wild step and bisects twice, to 1314.3 K and 1821.4 K. The following Newton step overshoots to 1881.7 K, as convexity requires from below, and the descent finishes from there. This run needs seven iterates including its start, against nine from \(T_u\).

Both runs end at \(T_*=1870.936\) K with \(\delta=10^{-8}\) K. There \(Q'=3.269\times10^6\) erg/(s K), so a displacement by \(\delta\) changes \(Q\) by 0.033 erg/s. The last residual of the first run is \(-2\times10^{-7}\) erg/s, at the level of rounding, and the signs in the stopping test have a wide margin.

The power divides into 20.83 W of radiation and 29.17 W of latent heat, which add to 50.00 W. The vapour pressure is 996 dyn/cm² and the source loses 0.0101 g/s. Since that is a rapid loss, the assumption of continuous supply matters here. So does the assumption that no atoms return. With half the saturated density above the surface and atomic diameters of 3 to 5 Å, the mean free path is roughly 0.05 to 0.13 cm, much less than the width of the source, so collisions would send some atoms back. If a tenth of the evaporative loss were returned in this way, the steady temperature would be about 9 K higher.

## What the temperature is worth

The tolerance \(10^{-8}\) K measures how well the equation was solved, not how well the source is known. Differentiating \(Q(T_*,\lambda)=P\) with respect to a parameter \(\lambda\) at fixed \(P\) gives
\[
\delta T_*=-\frac{1}{Q'}\frac{\partial Q}{\partial\lambda}\,\delta\lambda,
\]
while a change of power gives \(\delta T_*=\delta P/Q'\).

One per cent more power is \(5\times10^6\) erg/s and raises \(T_*\) by 1.5 K. Because \(E\propto p_r\), and \(E/Q'=89.2\) K, a pressure scale 10% higher lowers \(T_*\) by about 8.9 K. Since \(R\propto\epsilon\) and \(R/Q'=63.7\) K, a 10% higher emissivity lowers it by about 6.4 K.

The latent heat enters both as the price per atom and in the exponent:
\[
\frac{\partial\ln E}{\partial\ln L}
=1+\ell\left(\frac{T}{T_r}-1\right)
=1+18.61\times0.2473=5.60 .
\]
One per cent more \(L\), with \(p_r\) fixed, therefore lowers \(T_*\) by \(0.01\times5.60\times89.2\approx5.0\) K. These are first-order estimates, but they show that tenths of a kelvin already exceed what such inputs support.

Two limits explain the modest response to power. If radiation dominates and \(T_*\gg T_e\), then \(T_*\propto P^{1/4}\). If evaporation dominates, \(d\ln T_*/d\ln P=1/(\ell-\frac12)\), which at this temperature would be 0.055. The source lies between them, with \(P/(T_*Q')=0.082\).

## Stability in time

For heat capacity \(C\), the temperature obeys
\[
C\frac{dT}{dt}=P-Q(T).
\]
Below the unique root the right side is positive and above it negative, so the source moves toward \(T_*\) from either side. For a small deviation \(u\), \(C\,du/dt=-Q'(T_*)u\), and the relaxation time is \(C/Q'\). With \(C=10^7\) erg/K it is \(10^7/3.269\times10^6=3.06\) s. Integrating this equation from 300 K and from \(T_u\) gives the Newton root both times, a check that uses no root finder.

## The energy of the departing atoms

Charging \(L\) per atom is itself an approximation for free evaporation. The enthalpy of the gas contains \(\frac52kT\) per atom: \(\frac32kT\) of kinetic energy and \(kT\) from \(pV\). Atoms crossing a surface are weighted by their normal speed. With \(w=v\sqrt{m/2kT}\), their mean normal energy is
\[
kT\,\frac{\int_0^\infty w^3e^{-w^2}dw}{\int_0^\infty we^{-w^2}dw}=kT,
\]
and the two transverse directions add \(\frac12kT\) each. A Maxwellian emitted flux thus carries \(2kT\) per atom, and the source loses \(L-\frac12kT\) for each atom replaced by feed at its own temperature.

The loss becomes \(Q-\frac12AJkT\), and to first order the root rises by
\[
\Delta T\approx\frac{AJkT_*}{2Q'}=\frac{E}{2\ell Q'}
=\frac{89.24\ {\rm K}}{2\times18.61}=2.40\ {\rm K}.
\]
Solving the corrected equation gives 2.44 K. The correction is small, but far larger than the solver tolerance. It is no larger than other effects the model leaves out. Holding \(L\) constant neglects \(dL/dT=\frac52k-c_{\rm cond}\), where \(c_{\rm cond}\) is the heat capacity per atom of the condensed phase; for \(c_{\rm cond}\) between \(3k\) and \(4k\), with \(L=3\) eV at \(T_r\), this raises the root by 1.5 to 4.6 K. Returning atoms, estimated above, matter more still.

It also changes the monotonicity condition. Using \(J'=J(\ell-\frac12)/T\),
\[
\frac{d}{dT}\left[J\left(L-\tfrac12kT\right)\right]
=kJ\left[(\ell-\tfrac12)^2-\tfrac12\right],
\]
which is positive for \(\ell>\frac12+1/\sqrt2\approx1.21\). The threshold \(L=kT/2\) belongs to the model that charges \(L\) per atom; the kinetic account demands more. The example satisfies both throughout its bracket.

## When the condition fails

Let \(L=0.02\) eV, \(\epsilon=0.01\), \(p_r=3\times10^4\) dyn/cm² at 400 K, \(T_e=20\) K and \(P=1.1\times10^8\) erg/s, with \(A\), \(\alpha\) and \(m\) as before. These values probe the mathematics of the loss law and describe no real material. Now \(2L/k=464\) K, while \(T_u=3732\) K. Evaporative loss rises to its maximum at 464 K and then falls, and only much later does weak radiation make the total rise again. The equation has three roots, at 235, 1151 and 2699 K. At the middle root \(Q'<0\), so a small deviation grows; the outer two are stable. These roots belong to the model that charges a constant \(L\) per atom. The upper two lie above \(2L/k\), where the kinetic loss \(L-\frac12kT\) is negative, and with that loss none of the three survives. Most real substances have \(\ell\) near 10 or more at their boiling points, far from this regime. A sign change still encloses a root here, but no longer proves that it is the only one.

Raising the emissivity to 1 leaves a single root at 235 K. The ceiling is then 1180 K, still above 464 K, so the sufficient condition is violated although the computed loss increases throughout the bracket. In the opposite limit, \(\epsilon\to0\), the ceiling recedes to infinity. Pure evaporation vanishes at both \(T\to0\) and \(T\to\infty\), so a power below its maximum has two roots and a power above it has none.

## Cost in harder cases

The iteration was tested on 400 random sources, some with \(L\) just above \(kT_u/2\), from both ends of the bracket. Every root agreed with Brent's method within \(10^{-7}\) K. The largest number of iterates was 41 from \(T_u\) and 37 from \(T_e\).

These worst cases cost about as much as bisection, which needs about 38 halvings to reduce even the bracket of the worked source to \(10^{-8}\) K. The two have different causes. The run of 41 from \(T_u\) is the linear phase derived above: all its moves are Newton moves, and \(\ln[Q(T_u)/P]=36.5\). The run of 37 from \(T_e\) consists only of bisections. There evaporation is negligible, the root lies within the tolerance of \(T_u\), and each Newton trial from below overshoots out of the bracket. The guard guarantees convergence, while speed depends on how soon the quadratic regime is reached. The numerical output below lists the iterates and the main values from which the others were computed.

## Numbers as computed

```
area 1.0 cm^2, emissivity 0.3, alpha 1.0
latent heat 3.0 eV, mass 100 u
reference pressure 10 dyn/cm^2 at 1500 K
surroundings 300 K, power 5.000e+08 erg/s
L/k = 34813.6 K, monotonic limit 2L/k = 69627.1 K
radiative ceiling Tu = 2328.5693 K, L/(k Tu) = 14.951
loss at Te = 3.514e-34 erg/s
loss at Tu = 1.0630e+10 erg/s
start at Tu: move, T (K), residual (erg/s)
  start  2328.56931322 1.013e+10
  Newton 2169.60203654 3.386e+09
  Newton 2038.56363062 1.084e+09
  Newton 1940.63168552 2.999e+08
  Newton 1886.28879240 5.324e+07
  Newton 1871.79890997 2.830e+06
  Newton 1870.93889438 9.276e+03
  Newton 1870.93605666 1.006e-01
  Newton 1870.93605663 -2.384e-07
unguarded first step from Te lands at 2.7245e+05 K
start at Te: move, T (K), residual (erg/s)
  start  300.00000000 -5.000e+08
  bisect 1314.28465661 -4.492e+08
  bisect 1821.42698492 -1.346e+08
  Newton 1881.71369200 3.672e+07
  Newton 1871.36671071 1.410e+06
  Newton 1870.93676438 2.314e+03
  Newton 1870.93605663 6.256e-03
steady temperature 1870.936057 K, certified to 1e-8 K
L/(kT) at root = 18.6076
vapour pressure 996.313 dyn/cm^2
atom flux 6.06890e+19 cm^-2 s^-1
radiated 2.08296e+08 erg/s = 20.830 W
latent 2.91704e+08 erg/s = 29.170 W
mass loss 1.0078e-02 g/s
slope Q' = 3.26883e+06 erg/(s K)
dT/dP from neighbouring roots = 3.05920e-07 K s/erg
Newton error constant 3.82077e-03 1/K
heat capacity 1.0e+07 erg/K, relaxation time 3.0592 s
time integration: heated 1870.936057 K, cooled 1870.936057 K
effusing energy / kT = 2.000000
kinetic root 1873.3715 K, shift 2.4354 K
first-order kinetic shift 2.3979 K
400 random sources: most evaluations 41 (Tu), 37 (Te)
small-L case: L 0.02 eV, power 1.10e+08 erg/s
  pressure 3.0e+04 dyn/cm^2 at 400 K, Te 20 K
  2L/k 464.18 K, Tu 3732.03 K
  emissivity 0.01: roots 235.27, 1151.39, 2698.73 K
  emissivity 1.00: root 234.53 K, Tu 1180.17 K
```
